# Kanamori interaction, rotational invariance and two-electron levels of a t2g shell, part 2

When is the Coulomb interaction in a t2g shell unchanged by every rotation of its three orbitals among themselves? A first derivation started from cubic symmetry and found the condition \(U'=U-2J\). The second, given here, assumes the invariance at once and asks what it says about the states.

The orbitals \(\phi_1=yz\), \(\phi_2=zx\), \(\phi_3=xy\) are real and orthonormal, and spin–orbit coupling is neglected. In Hartree atomic units (energies in hartree, Eh), their integrals are

\[
(mn|pq)=\iint \phi_m(\mathbf r_1)\phi_n(\mathbf r_1)\,\frac{1}{r_{12}}\,\phi_p(\mathbf r_2)\phi_q(\mathbf r_2)\,d^3r_1\,d^3r_2 . \tag{1}
\]

With \(c^\dagger_{m\sigma}\) creating an electron of spin \(\sigma\) in orbital \(m\), and the common orbital energy left out, the interaction is

\[
H=\tfrac12\sum_{mnpq}\sum_{\sigma\sigma'}(mn|pq)\,
c^\dagger_{m\sigma}c^\dagger_{p\sigma'}c_{q\sigma'}c_{n\sigma}. \tag{2}
\]

Cubic symmetry leaves, for \(m\neq m'\), only \(U=(mm|mm)\), \(U'=(mm|m'm')\) and \(J=(mm'|mm')=(mm'|m'm)>0\):

\[
(mn|pq)=U'\delta_{mn}\delta_{pq}+J(\delta_{mp}\delta_{nq}+\delta_{mq}\delta_{np})+\Delta\,\delta_{mnpq},
\qquad \Delta=U-U'-2J. \tag{4}
\]

Here \(\delta_{mnpq}\) is 1 if all four indices agree and 0 otherwise. With \(n_{m\sigma}=c^\dagger_{m\sigma}c_{m\sigma}\), this gives the Kanamori Hamiltonian

\[
\begin{aligned}
H={}&U\sum_m n_{m\uparrow}n_{m\downarrow}+U'\sum_{m\neq n}n_{m\uparrow}n_{n\downarrow}
+\tfrac12(U'-J)\sum_{m\neq n,\sigma}n_{m\sigma}n_{n\sigma}\\
&-J\sum_{m\neq n}c^\dagger_{m\uparrow}c_{m\downarrow}c^\dagger_{n\downarrow}c_{n\uparrow}
+J\sum_{m\neq n}c^\dagger_{m\uparrow}c^\dagger_{m\downarrow}c_{n\downarrow}c_{n\uparrow}.
\end{aligned} \tag{5}
\]

The rotated orbital \(\phi=\cos\theta\,\phi_1+\sin\theta\,\phi_2\) has the self-repulsion

\[
\begin{aligned}
(\phi\phi|\phi\phi)&=(\cos^4\theta+\sin^4\theta)U+\cos^2\theta\sin^2\theta\,(2U'+4J)\\
&=U-2\cos^2\theta\sin^2\theta\,(U-U'-2J)\\
&=U-\tfrac12\Delta\sin^2 2\theta . 
\end{aligned} \tag{6}
\]

A two-electron state has spatial amplitudes \(\psi_{mp}\), antisymmetric for spin triplets and symmetric for singlets. For \(\Delta=0\) the levels, with numbers of states in brackets, are

\[
E=U-3J\ (9),\qquad U-J\ (5),\qquad U+2J\ (1). \tag{9}
\]

The Co³⁺ example uses a frozen 3d orbital of the free ion from nonrelativistic restricted Hartree–Fock (def2-TZVP basis, six d electrons spread evenly over five orbitals), with \(U=1.0220\), \(U'=0.9416\) and \(J=0.0402\) hartree. Its levels are for two electrons in the t2g orbitals. \(\mathbf S\) denotes the total spin.

### Two states that must have equal energy

For normalized real amplitudes, the interaction energy is \(\sum_{mnpq}\psi_{mp}(mn|pq)\psi_{nq}\). Consider two singlets:

\[
A=\frac{\phi_1\phi_1-\phi_2\phi_2}{\sqrt2},\qquad
B=\frac{\phi_1\phi_2+\phi_2\phi_1}{\sqrt2},
\]

where the first factor refers to electron 1 and the second to electron 2. In \(A\) both electrons share an orbital. In \(B\) they occupy different ones. Now rotate the orbitals by 45°:

\[
\phi_1\to\frac{\phi_1+\phi_2}{\sqrt2},\qquad \phi_2\to\frac{-\phi_1+\phi_2}{\sqrt2}.
\]

The two products in \(A\) become

\[
\begin{aligned}
\phi_1\phi_1&\to\tfrac12(\phi_1\phi_1+\phi_1\phi_2+\phi_2\phi_1+\phi_2\phi_2),\\
\phi_2\phi_2&\to\tfrac12(\phi_1\phi_1-\phi_1\phi_2-\phi_2\phi_1+\phi_2\phi_2).
\end{aligned}
\]

Their difference is \(\phi_1\phi_2+\phi_2\phi_1\), so \(A\) turns into \(B\). An invariant interaction must give both the same energy.

To see which integrals are involved, distinguish for a moment the pair-hopping integral \(J_p=(12|12)\) from the exchange integral \(J_x=(12|21)\). The energies are

\[
\begin{aligned}
E_A&=\tfrac12\left[(11|11)+(22|22)-(12|12)-(21|21)\right]=U-J_p,\\
E_B&=\tfrac12\left[(11|22)+(22|11)+(12|21)+(21|12)\right]=U'+J_x .
\end{aligned}
\]

The minus signs in \(E_A\) come from the opposite amplitudes of the two doubly occupied orbitals. Equating the energies gives

\[
U'=U-J_p-J_x=U-2J, \tag{10}
\]

since \(J_p=J_x=J\) for real orbitals. The factor 2 thus has two sources: pair hopping lowers \(A\) by \(J\), and exchange raises \(B\) by \(J\). A model that keeps exchange but drops pair hopping would need \(U'=U-J\) to treat \(A\) and \(B\) alike.

### The remaining levels

\(B\) is an eigenstate. Half turns about the cube axes change the signs of two orbitals at a time. Among the singlets, only the combination of \(\phi_1\phi_2\) and \(\phi_2\phi_1\) has the sign pattern of \(B\), so the interaction cannot mix it with anything else. \(A\) is obtained from \(B\) by a rotation that leaves the interaction unchanged, so it is an eigenstate too. The same holds for the orbital pairs 2,3 and 3,1. This gives three states of type \(B\). The three states of type \(A\) sum to zero with suitable signs, so two of them are independent. Together they form a fivefold level at \(U'+J=U-J\).

The antisymmetric amplitude \((\phi_1\phi_2-\phi_2\phi_1)/\sqrt2\) is singled out by its signs among the triplets. Its energy differs from \(E_B\) in the sign of the exchange terms and is \(U'-J=U-3J\). Three orbital pairs and three spin components give nine states.

One singlet remains, with amplitudes \(\psi_{mp}=\delta_{mp}/\sqrt3\). It is orthogonal to the other five singlets and hence is also an eigenstate. Its energy contains three integrals \(U\) and six integrals \(J\):

\[
E=\tfrac13\sum_{mn}(mn|mn)=\tfrac13(3U+6J)=U+2J .
\]

These are the levels (9), reached without diagonalizing a matrix.

### Labelling by orbital momentum

Rotations among the three orbitals are generated by an effective orbital momentum \(\mathbf L\), with one-electron matrices \((l_a)_{bc}=-i\epsilon_{abc}\). Here \(\epsilon_{abc}\) is the antisymmetric symbol with \(\epsilon_{123}=1\). For one electron,

\[
\sum_a(l_a^2)_{bd}=-\sum_{ac}\epsilon_{abc}\epsilon_{acd}=\sum_{ac}\epsilon_{abc}\epsilon_{adc}=2\delta_{bd},
\]

so \(l(l+1)=2\) and \(l=1\). The t2g shell behaves like a p shell in this respect. \(\mathbf L\) is not the spatial orbital momentum, which would connect t2g to other orbitals.

For two electrons, \(L^2=4+2\,\mathbf l_1\cdot\mathbf l_2\). The scalar product acts as

\[
(\mathbf l_1\cdot\mathbf l_2\,\psi)_{mp}=-\sum_{anq}\epsilon_{amn}\epsilon_{apq}\psi_{nq}
=-\delta_{mp}\mathrm{Tr}\,\psi+\psi_{pm},
\]

because \(\sum_a\epsilon_{amn}\epsilon_{apq}=\delta_{mp}\delta_{nq}-\delta_{mq}\delta_{np}\). Antisymmetric amplitudes give \(-1\), hence \(L^2=2\) and \(L=1\). Symmetric traceless amplitudes give \(+1\), hence \(L^2=6\) and \(L=2\). The unit matrix gives \(-3+1=-2\), hence \(L=0\). The levels in rising order are therefore \(^3P\), \(^1D\) and \(^1S\) in the notation of a p shell. For Co³⁺ the computed mean values of \(S^2\) and \(L^2\) in the three levels are \((2,2)\), \((0,6)\) and \((0,0)\), as they should be.

### The operator for any number of electrons

The argument so far shows that invariance requires (10). To show that (10) is enough, for any filling, express the interaction through conserved quantities. Let \(E_{mn}=\sum_\sigma c^\dagger_{m\sigma}c_{n\sigma}\), and let \(N=\sum_mE_{mm}\) be the electron number. Moving \(c_{n\sigma}\) to the left in (2) gives

\[
H=\tfrac12\sum_{mnpq}(mn|pq)\left(E_{mn}E_{pq}-\delta_{np}E_{mq}\right). \tag{11}
\]

The subtraction removes the interaction of an electron with itself. Put the form (4) of the integrals into (11). The \(U'\) term gives \(\tfrac12U'(N^2-N)\). The \(J\) term with \(\delta_{mp}\delta_{nq}\) gives \(\tfrac12J(Y-N)\), and the one with \(\delta_{mq}\delta_{np}\) gives \(\tfrac12J(X-3N)\), where

\[
Y=\sum_{mn}E_{mn}E_{mn},\qquad X=\sum_{mn}E_{mn}E_{nm}.
\]

The factor 3 comes from a free sum over the three orbitals. The \(\Delta\) term gives \(\tfrac12\Delta\sum_m(E_{mm}^2-E_{mm})=\Delta D\), where \(D=\sum_mn_{m\uparrow}n_{m\downarrow}\) counts doubly occupied orbitals.

The sum \(Y\) is related to \(L^2\). With \(L_a=-i\sum_{bc}\epsilon_{abc}E_{bc}\) and the product rule for \(\epsilon\) used above,

\[
L^2=-\sum_{bcde}(\delta_{bd}\delta_{ce}-\delta_{be}\delta_{cd})E_{bc}E_{de}=X-Y .
\]

The sum \(X\) is related to the spin. Write it out and use \(c_{n\sigma}c^\dagger_{n\sigma'}=\delta_{\sigma\sigma'}-c^\dagger_{n\sigma'}c_{n\sigma}\):

\[
X=3N-\sum_{mn\sigma\sigma'}c^\dagger_{m\sigma}c^\dagger_{n\sigma'}c_{n\sigma}c_{m\sigma'} .
\]

Now move \(c_{m\sigma'}\) to the left past \(c^\dagger_{n\sigma'}c_{n\sigma}\). The reordering leaves an extra term \(-\delta_{mn}c^\dagger_{m\sigma}c_{m\sigma}\), which sums to \(-2N\) because \(\sigma'\) is free. With \(T_{\sigma\sigma'}=\sum_mc^\dagger_{m\sigma}c_{m\sigma'}\),

\[
X=5N-\sum_{\sigma\sigma'}T_{\sigma\sigma'}T_{\sigma'\sigma}.
\]

The diagonal part of the last sum is \(N_\uparrow^2+N_\downarrow^2=\tfrac12N^2+2S_z^2\). The off-diagonal part is \(S_+S_-+S_-S_+=2(S_x^2+S_y^2)\). Hence \(X=5N-\tfrac12N^2-2S^2\).

Collecting the terms with \(Y=X-L^2\),

\[
\begin{aligned}
H&=\tfrac12U'N(N-1)+JX-\tfrac12JL^2-2JN+\Delta D\\
&=\tfrac12(U'-J)N(N-1)+\tfrac52JN-2JS^2-\tfrac12JL^2+\Delta D. 
\end{aligned}\tag{12}
\]

In the second line, \(-\tfrac12N^2+3N\) was written as \(-\tfrac12N(N-1)+\tfrac52N\). Everything except \(\Delta D\) commutes with \(\mathbf L\). For \(\Delta=0\), where \(U'-J=U-3J\), the interaction is therefore invariant for every filling.

Two limits check the constants. One electron has \(S^2=\tfrac34\) and \(L^2=2\), so (12) gives \(\tfrac52J-\tfrac32J-J=0\): a single electron does not repel itself. A full shell has \(N=6\), \(S=L=0\) and \(D=3\), so (12) gives \(15(U'-J)+15J+3\Delta=15U'+3\Delta\). Direct counting in (5) gives \(3U+6U'+6(U'-J)\), which is the same once \(U=U'+2J+\Delta\) is inserted.

For two electrons and \(\Delta=0\), equation (12) reads

\[
E=U+2J-2J\,S(S+1)-\tfrac12J\,L(L+1).
\]

The triplet with \(L=1\) lies at \(U+2J-4J-J=U-3J\), the singlet with \(L=2\) at \(U+2J-3J=U-J\), and the singlet with \(L=0\) at \(U+2J\). Since \(J>0\), large \(S\) and large \(L\) lower the energy, which is the content of Hund's first two rules within this shell.

### When only cubic symmetry remains

If \(\Delta\neq0\), the term \(\Delta D\) breaks the invariance. The operator \(L_3=-i(E_{12}-E_{21})\) can move one electron of a doubly occupied orbital 1 into an empty orbital 2. It then changes \(D\) from 1 to 0 and does not commute with it. More generally, a single hop has a matrix element of magnitude 1 between occupation states and changes \(D\) by at most 1. The largest matrix element of \([H,L_a]\) is therefore \(|\Delta|\).

A model with round parameters shows such a mismatch. It is an illustration and does not give the typical size in a real compound. A d Gaussian of exponent 1.0 bohr\(^{-2}\) sits at the centre of an octahedron, with p Gaussians of exponent 0.3 bohr\(^{-2}\) on six sites at a distance of 4.0 bohr. Each t2g orbital is the d function plus \(-0.5\) times a tail, followed by normalization. The tail is half the signed sum of the four p functions that match the d function in symmetry. The bare Coulomb integrals give \(U=0.574205\), \(U'=0.520558\) and \(J=0.025656\) hartree. From the printed \(U-2J=0.522892\) hartree,

\[
\Delta=(U-2J)-U'=0.522892-0.520558=0.002334\ \text{hartree}.
\]

The Kanamori form (5) still holds, but the relation does not. Imposing \(U'=U-2J\) would raise \(U'\) by 0.4% of its value. Measured against \(J\), which sets the level spacings, the mismatch is 9%. This ratio depends strongly on the tail: with the coefficient \(-0.25\) in place of \(-0.5\) it is \(-0.1\)%, and with \(-1\) it is 127%.

Diagonalization gives four levels:

\[
\begin{aligned}
U'-J&=0.4949\ \text{hartree}=13.47\ \text{eV}\quad(9),\\
U'+J&=0.5462\ \text{hartree}=14.86\ \text{eV}\quad(3),\\
U-J&=0.5485\ \text{hartree}=14.93\ \text{eV}\quad(2),\\
U+2J&=0.6255\ \text{hartree}=17.02\ \text{eV}\quad(1).
\end{aligned}
\]

The fivefold level has split by \(\Delta\). Both parts still have \(L^2=6\), although \(\mathbf L\) is not conserved. Symmetry alone fixes these two-electron states, and \(\Delta\) separates members of the same \(L=2\) set without mixing in other values of \(L\). The loss of invariance appears in the commutator, whose largest element is 0.002334 hartree, equal to \(\Delta\) as derived.

The angle law (6) can be followed in the same model. For an orbital rotated by 30°, \(\sin^260^\circ=0.75\), and

\[
U-\tfrac12\Delta\sin^260^\circ=0.5742-0.0009=0.5733\ \text{hartree}.
\]

With unrounded values the law gives 0.573329 hartree, and direct integration with the rotated orbital gives the same six decimals. The numerical output lists the remaining figures for both cases.

### What each derivation assumes

Both derivations use real orbitals, a two-body interaction that is symmetric in the electrons, and no spin–orbit coupling. They differ in where rotational invariance enters.

The first needs only cubic symmetry to obtain the Kanamori Hamiltonian and its four levels. Invariance is an additional condition, imposed at the end. This route therefore still applies when the condition fails, and it says what happens then: one level splits by \(\Delta\). It also shows why a cube cannot supply the condition, since its rotations leave \(\delta_{mnpq}\) unchanged.

The second assumes invariance from the start. In return, a single 45° rotation yields the relation, and the energies follow from simple expectation values. It shows that the factor 2 rests on the equality of pair hopping and exchange, which real orbitals guarantee. Without invariance its central step, the equality of \(E_A\) and \(E_B\), is lost. The relation (10) and the fivefold level go with it. The expectation values \(U-J\), \(U'+J\), \(U'-J\) and \(U+2J\), the sign argument for \(B\) and the triplets, and the operator identity (12), which keeps \(\Delta\), use only cubic symmetry and survive.

Whether the assumption of the second route is justified depends on the system. It holds for pure d orbitals with a common radial function and an interaction that depends only on \(r_{12}\). Orbitals with ligand tails need not satisfy it, as the model shows. Nor need an interaction screened by a cubic crystal, because only the rotations of the cube are then certain to leave it unchanged. In such cases \(U\), \(U'\) and \(J\) should be evaluated separately, and \(\Delta/J\) measures how far the three-level pattern is distorted within the t2g shell. Mixing with e\(_g\) is a separate limit that remains at \(\Delta=0\): with the bare Co³⁺ integrals and e\(_g\) placed 2 eV above t2g, it splits the fivefold level by about \(0.08J\) and lowers the top singlet from \(U+2J\) to about \(U+0.9J\).

## Table of computed values

```
Case 1: free Co3+, spherical restricted HF, def2-TZVP
  electrons in 3d shell: 6
  occupation per d orbital: 1.20
  3d orbital energy: -1.743824 Eh
  U  = 1.022016 Eh = 27.8105 eV
  U' = 0.941637 Eh = 25.6233 eV
  J  = 0.040189 Eh = 1.0936 eV
  U - 2J = 0.941637 Eh
  |U - U' - 2J| = 4.2e-10 Eh
  largest symmetry-forbidden integral: 1.3e-09 Eh
  level 0.901448 Eh = 24.5297 eV, states 9, S^2 2.000, L^2 2.000
  level 0.981826 Eh = 26.7169 eV, states 5, S^2 0.000, L^2 6.000
  level 1.102394 Eh = 29.9977 eV, states 1, S^2 0.000, L^2 0.000
  first gap 0.080378 Eh, ratio to J 2.0000
  second gap 0.120567 Eh, ratio to J 3.0000
  largest change of integrals on rotation: 2.4e-09 Eh
  largest element of [H, L]: 1.4e-08 Eh
Case 2: cubic model orbitals with tails on six sites
  site distance 4.0 bohr, tail mixing -0.5
  d exponent 1.0, p exponent 0.3 bohr^-2
  U = 0.574205 Eh, U' = 0.520558 Eh, J = 0.025656 Eh
  U - 2J = 0.522892 Eh
  Delta = U - U' - 2J = 0.002334 Eh
  largest symmetry-forbidden integral: 5.1e-23 Eh
  level 0.494901 Eh = 13.4670 eV, states 9, S^2 2.000, L^2 2.000
  level 0.546214 Eh = 14.8632 eV, states 3, S^2 0.000, L^2 6.000
  level 0.548548 Eh = 14.9268 eV, states 2, S^2 0.000, L^2 6.000
  level 0.625517 Eh = 17.0212 eV, states 1, S^2 0.000, L^2 0.000
  rotation angle 30 degrees
  rotated self-repulsion, integrals: 0.573329 Eh
  rotated self-repulsion, angle law: 0.573329 Eh
  largest change of integrals on rotation: 0.001502 Eh
  largest element of [H, L]: 0.002334 Eh
```
